\section*{Exponential time differencing for reaction fronts with Fourier modes}

\section{Definitions and conventions}

We solve
\begin{equation}
\partial_t u = Lu+N(u)
\end{equation}
on a periodic interval of length $P$ with an even number $n$ of grid points. The vector $u$ holds the concentrations of all species. Diffusion is the linear part: for species $j$ and wave number $k$, $L$ multiplies the Fourier coefficient by $-\lambda$, where $\lambda=D_jk^2\ge0$. The reaction $N$ contains no derivatives and is evaluated point by point on the grid. The largest wave number is $k_{\max}=\pi n/P$.

The time step is $h$, and $z=-\lambda h\le 0$. Two functions of $z$ are needed:
\begin{equation}
\varphi_1(z)=\int_0^1 e^{(1-\theta)z}\,d\theta,\qquad
\varphi_2(z)=\int_0^1 \theta\,e^{(1-\theta)z}\,d\theta .
\label{phidef}
\end{equation}
The first integral is $(e^z-1)/z$. Integrating the second by parts gives
\begin{equation}
\varphi_2=\left[-\frac{\theta e^{(1-\theta)z}}{z}\right]_0^1+\frac1z\int_0^1e^{(1-\theta)z}d\theta
=-\frac1z+\frac{e^z-1}{z^2}=\frac{e^z-1-z}{z^2}.
\end{equation}
At $z=0$ the integrals give $\varphi_1=1$ and $\varphi_2=1/2$. For $z\le0$ the exponentials in (\ref{phidef}) are at most one, so
\begin{equation}
0\le\varphi_1\le1,\qquad 0\le\varphi_2\le\tfrac12,\qquad
0\le\varphi_1-\varphi_2=\int_0^1(1-\theta)e^{(1-\theta)z}d\theta\le\tfrac12 .
\label{phibounds}
\end{equation}

\section{One mode by hand}

Take a single mode with a known source,
\begin{equation}
u'=-\lambda u+g(t),\qquad g(t)=\sin t,\qquad u(0)=0 .
\end{equation}
Multiplying by $e^{\lambda t}$ turns the left side and the decay term into one derivative, $(e^{\lambda t}u)'=e^{\lambda t}g$. Integration from $t$ to $t+h$ gives
\begin{equation}
u(t+h)=e^{-\lambda h}u(t)+\int_0^h e^{-\lambda(h-s)}g(t+s)\,ds .
\end{equation}
The decay is now treated without error, and only the source needs an approximation. Replace it by the straight line through its end values $g_0$ and $g_1$, namely $g_0+(s/h)(g_1-g_0)$. With $s=\theta h$ the integrals are those of (\ref{phidef}):
\begin{equation}
u_1=e^zu_0+h\varphi_1g_0+h\varphi_2(g_1-g_0).
\label{handstep}
\end{equation}

For the first step $u_0=g_0=0$, so $u_1=h\varphi_2(-\lambda h)\sin h$. Expanding for small $\lambda h$ and $h$,
\begin{align}
u_1&=h\left(\frac12-\frac{\lambda h}{6}+\frac{\lambda^2h^2}{24}-\dots\right)\left(h-\frac{h^3}{6}+\dots\right)\nonumber\\
&=\frac{h^2}{2}-\frac{\lambda h^3}{6}+\left(\frac{\lambda^2}{24}-\frac1{12}\right)h^4+\dots
\end{align}
The true solution follows by inserting a power series in $u'=-\lambda u+t-t^3/6+\dots$. Its coefficients are $1/2$, then $-\lambda/6$, then $(\lambda^2-1)/24$. The difference is $-h^4/24$, with no $\lambda$ at this order. The usual $h^3$ term of the error is missing because $g''(0)=0$.

Two limits show what the step does. For $\lambda=0$ it is the trapezoidal rule. For $\lambda h\gg1$ we have $e^z\to0$ and $\varphi_1,\varphi_2\to1/(\lambda h)$, so $u_1\to g_1/\lambda$, the quasi-steady balance of source and decay.

The error of the straight line is at most $\tfrac12s(h-s)\max|g''|$. Since the exponential weight is at most one, a step adds at most
\begin{equation}
\max|g''|\int_0^h\frac{s(h-s)}2ds=\frac{h^3}{12}\max|g''| .
\label{interp}
\end{equation}
Earlier errors do not grow, because $e^z\le1$. Over $0\le t\le1$ there are $1/h$ steps and $|g''|\le1$, so the total error is at most $h^2/12$ for every $\lambda\ge0$. With $h=0.02$ and six values of $\lambda$ from 0 to $10^6$, the largest computed error was 0.460 of this bound. The case $\lambda=0$ accounts for that size: the leading trapezoidal error is $(h^2/12)[g'(1)-g'(0)]$, and $|\cos1-1|=0.460$.

\section{The general scheme}

In the reaction problem the source is $g(t)=N(u(t))$, and its value at the end of the step is unknown. A first stage holds the source constant and so predicts that value; the second stage adds the slope:
\begin{align}
a&=e^{hL}u_m+h\varphi_1(hL)N(u_m),\label{stage}\\
u_{m+1}&=a+h\varphi_2(hL)\,[N(a)-N(u_m)].\label{step}
\end{align}
Because $L$ is diagonal in Fourier space, each function of $hL$ is a table of numbers, one for each species and mode. The algorithm is as follows.
\begin{enumerate}
\item For the chosen $h$, tabulate $e^z$, $h\varphi_1(z)$ and $h\varphi_2(z)$.
\item Evaluate $N(u_m)$ on the grid and transform it.
\item Form $a$ mode by mode from (\ref{stage}) and transform it back.
\item Evaluate $N(a)$ on the grid, transform it, and apply (\ref{step}).
\item Transform $u_{m+1}$ back for the next step.
\end{enumerate}
Products formed on the grid fold unresolved wave numbers back onto resolved ones. This is a spatial error, to be judged by refining the grid.

Linear balances survive the time stepping. Suppose a fixed combination of species has no net source. At $k=0$ every species has $z=0$ and hence the same weights, so the mean of that combination receives no increment.

\section{Why the order is two}

Fix the grid and use the root-mean-square norm over grid points, summed over species. By Parseval's identity, a function of $hL$ bounded by $C$ on all modes enlarges this norm at most by the factor $C$, so (\ref{phibounds}) applies directly. Let $\|g'\|\le M_1$ and $\|g''\|\le M_2$ along the solution, and let $\Lambda$ be a Lipschitz constant of $N$ in a neighbourhood of it.

Start one step from the true value $u(t)$. The stage replaces $g(t+s)$ by $g(t)$, an error of at most $sM_1$, so
\begin{equation}
\|a-u(t+h)\|\le\int_0^h sM_1\,ds=\frac{h^2M_1}{2}.
\end{equation}
If the second stage used the true $g(t+h)$, its error would be at most $h^3M_2/12$, by (\ref{interp}). It uses $N(a)$, which differs from $g(t+h)$ by at most $\Lambda h^2M_1/2$, and this enters with weight $h\varphi_2\le h/2$. The local defect is therefore at most
\begin{equation}
C h^3,\qquad C=\frac{M_2}{12}+\frac{\Lambda M_1}{4}.
\end{equation}

Next, take two starting values a distance $d$ apart. Their stages differ by at most $(1+h\Lambda)d$. Inserting (\ref{stage}) in (\ref{step}) gives
\begin{equation}
u_{m+1}=e^{hL}u_m+h(\varphi_1-\varphi_2)N(u_m)+h\varphi_2N(a),
\end{equation}
so the results differ by at most
\begin{equation}
d+\frac{h\Lambda}2d+\frac{h\Lambda}2(1+h\Lambda)d
=\left(1+h\Lambda+\frac{h^2\Lambda^2}{2}\right)d\le e^{h\Lambda}d .
\end{equation}
The global error $E_m$ thus obeys $E_{m+1}\le e^{h\Lambda}E_m+Ch^3$ with $E_0=0$. Summing the geometric series up to time $T$, and using $e^{h\Lambda}-1\ge h\Lambda$,
\begin{equation}
E_m\le Ch^3\,\frac{e^{\Lambda T}-1}{e^{h\Lambda}-1}\le Ch^2\,\frac{e^{\Lambda T}-1}{\Lambda}.
\label{global}
\end{equation}
For small enough $h$ this bound, together with the $O(h^2)$ stage defect, keeps all values inside the neighbourhood where $\Lambda$ holds. By induction the argument then covers every step.

The eigenvalues of $L$ appear in (\ref{global}) through $M_1$ and $M_2$ alone. These contain time derivatives of the solution, and hence $Lu$ and $L^2u$. Smooth data keep them bounded as the grid is refined; a sharp initial step does not. In the example below, replacing the smooth profile by a step lowers the observed order between 50 and 200 steps to about one. The factor $e^{\Lambda T}$ can be enormous, so (\ref{global}) proves the order but does not estimate the error.

\section{Small eigenvalues}

For small $|z|$ the formula $(e^z-1-z)/z^2$ subtracts nearly equal numbers. Double-precision numbers just below one are spaced by $2^{-53}$, so rounding $e^z$ alone gives an error of up to about $2^{-54}/z^2$ in $\varphi_2$. This exceeds one when $|z|$ is below about $10^{-8}$. For $|z|<1$ we use instead
\begin{equation}
\varphi_2(z)=\sum_{m=0}^{17}\frac{z^m}{(m+2)!},\qquad \varphi_1(z)=1+z\varphi_2(z).
\end{equation}
The series alternates for $z<0$, so the omitted part is below $1/20!\approx4\times10^{-19}$, while $\varphi_2\ge e^{-1}$ on this range. The sum for $\varphi_1$ is harmless because $|z|\varphi_2=1-\varphi_1\le e^{-1}$.

For $|z|\ge1$ we use the library function that returns $e^z-1$ without cancellation, and form $\varphi_1=(e^z-1)/z$ and $\varphi_2=[(e^z-1)-z]/z^2$. With $x=|z|$ and $r=(1-e^{-x})/x$, the last subtraction magnifies relative rounding errors by at most $(1+r)/(1-r)$. Since $r$ falls with $x$, the worst case is $x=1$, where the factor is $2e-1\approx4.4$. Against 50-digit arithmetic at 61 values of $z$ from $-10^{-12}$ to $-10^3$, the largest relative error of the two functions was $1.4\times10^{-16}$. These points sample the worst region thinly; a dense scan finds about $3\times10^{-16}$ near $z=-1.05$.

A wrong $\varphi_2$ does damage in a particular way. Let its error in a slow mode be $\delta$, and let $\lambda T\ll1$, so that the mode hardly decays. Neglecting feedback through the reaction, the accumulated error is
\begin{equation}
h\delta\sum_m[N(a_m)-N(u_m)]\approx h\delta\,[N(u(T))-N(u(0))],
\end{equation}
because $a_m\approx u_{m+1}$ makes the sum telescope. With $\delta$ of order $2^{-54}/(h\lambda)^2$, the result scales roughly as $1/(h\lambda^2)$: reducing the step makes it worse.

\section{A front between oxygen and aluminium in nickel}

Let $a$, $b$ and $c$ now denote dissolved oxygen, free aluminium and bound Al--O pairs, in units of the initial layer concentration $c_0$. The model is
\begin{align}
a_t&=D_{\rm O}a_{xx}-R,\qquad b_t=D_{\rm Al}b_{xx}-R,\nonumber\\
c_t&=D_cc_{xx}+R,\qquad R=Kab-k_dc .
\end{align}
At 1273~K rough values are $D_{\rm O}=10^{-8}$ and $D_{\rm Al}=2\times10^{-11}$~cm$^2$/s. The pair diffusivity $D_c=2\times10^{-14}$~cm$^2$/s is a model choice. An atomic fraction of $5\times10^{-4}$ gives $c_0=0.04586$~nm$^{-3}$ with the room-temperature lattice constant 0.352~nm; thermal expansion to 1273~K would lower this and the site density below by about 5\%.

\subsection{The rate constants}

An aluminium atom captures oxygen at a radius $r_0=0.25$~nm, a model choice of atomic size. This is about the length of one oxygen jump between octahedral sites, so the continuum treatment below gives only a rough capture rate. Let $D=D_{\rm O}+D_{\rm Al}$ be the relative diffusivity and $q(r,t)$ the oxygen concentration around the atom, initially $q_\infty$ everywhere. Then $w=rq$ obeys $w_t=Dw_{rr}$ with $w(r_0)=0$, and the solution is
\begin{equation}
w=q_\infty\left[r-r_0+r_0\,{\rm erf}\frac{r-r_0}{\sqrt{4Dt}}\right].
\end{equation}
Since $w(r_0)=0$, the gradient is $q_r(r_0)=w_r(r_0)/r_0$, and the capture rate per atom is
\begin{equation}
4\pi r_0^2D\,q_r(r_0)=4\pi r_0D\,q_\infty\left(1+\frac{r_0}{\sqrt{\pi Dt}}\right).
\end{equation}
A direct radial solution with $r_0=D=1$ at $t=20$ gave 1.1256 for the bracket; the formula gives 1.1262. The model keeps the steady part,
\begin{equation}
\kappa=4\pi r_0D=4\pi(0.25)(1.002\times10^6)=3.148\times10^6\ {\rm nm^3/s},
\end{equation}
so that $K=\kappa c_0=1.44\times10^5$~s$^{-1}$. At $t=1/K$ the neglected transient would add 5.4\%.

Dissociation follows from detailed balance. Put one aluminium and one oxygen atom in a crystal with $M$ octahedral sites of density $N_s=91.71$~nm$^{-3}$. Six sites next to the aluminium bind the oxygen with energy $E_b$, so the bound and free weights are $6e^{E_b/k_BT}$ and $M-6$. Equating capture, $\kappa N_s/M$ times the free weight, to $k_d$ times the bound weight gives, for large $M$,
\begin{equation}
k_d=\frac{\kappa N_s}{6}e^{-E_b/k_BT}.
\end{equation}
For the model value $E_b=1.0$~eV and $k_BT=0.1097$~eV this is $5.29\times10^3$~s$^{-1}$.

\subsection{Measured convergence}

The stack has period $P=100$~nm, and the initial profiles are
\begin{equation}
a=\frac12\left[1+\tanh\left(\frac{P}{2\pi\ell}\cos\frac{2\pi x}{P}\right)\right],\qquad b=1-a,\quad c=0,
\end{equation}
with $\ell=3$~nm. The run lasts 0.20~ms on 128 points. The reference solution uses a different road: a dense trigonometric differentiation matrix and a high-order explicit integrator with relative tolerance $10^{-11}$. The error $E$ is the largest deviation of any species at any grid point at the end, in units of $c_0$. The order between successive runs is $\log_2[E(2h)/E(h)]$.

\begin{center}
\begin{tabular}{rccc}
steps & $Kh$ & $E$ & order\\
50 & 0.577 & $4.36\times10^{-4}$ & --\\
100 & 0.289 & $1.02\times10^{-4}$ & 2.10\\
400 & 0.072 & $6.11\times10^{-6}$ & 2.02\\
1600 & 0.018 & $3.79\times10^{-7}$ & 2.00\\
3200 & 0.009 & $9.46\times10^{-8}$ & 2.00
\end{tabular}
\end{center}
Each order refers to the run with half as many steps, which the table omits in two cases. The defect of a single step, measured against 64 substeps for $h=10^{-7}$ and $5\times10^{-8}$~s, had order 2.97, in accord with the local $h^3$. Doubling the grid at 800 steps changed the solution by $1.9\times10^{-10}c_0$, so spatial error does not disturb the table. The means of $a+c$ and $b+c$ were kept to $1.3\times10^{-15}$. Here $\Lambda\ge K$ and $KT\approx29$, which shows how far (\ref{global}) lies above the actual error.

The slowest pair mode has $z=-4.9\times10^{-10}$ at 3200 steps. There the direct formula returned $\varphi_2=-150$ instead of 0.5, within the estimated rounding range of about $\pm230$. With such weights the solution error was $3.2\times10^{-3}$ at 800 steps and $9.0\times10^{-3}$ at 3200. It grew by a factor 2.8, where the rough scaling suggests 4; the individual rounding errors follow no smooth law. The slowest mode is not the only source. At 3200 steps the wrong weight of the second pair mode ($\delta\approx-10$) gives $4.6\times10^{-3}$ by itself, against $5.0\times10^{-3}$ for the first, because the reaction term changes much more in the second mode; the initial product $ab$ has period $P/2$ and no first mode at all. The telescoped estimate with the actual $\delta$ of every mode gives $3.5\times10^{-3}$ and $9.9\times10^{-3}$ for the two runs.

\subsection{Which step limits remain}

With $L=0$ the scheme is Heun's method. For a slow species decaying at rate $K$, put $y=Kh$. The stage is $(1-y)b$, and the correction is $\tfrac12y[b-(1-y)b]=\tfrac12y^2b$, so each step multiplies $b$ by
\begin{equation}
1-y+\tfrac12y^2 .
\end{equation}
This is positive, and it is below one for $0<y<2$. Hence $h<2/K=1.39\times10^{-5}$~s where $a=1$. Dissociation changes the rate to $K+k_d$ and lowers the limit by about 4\%. In a uniform layer with $a=1$ and $b=10^{-6}$, thirty steps at $Kh=1.8$ brought $b$ to $5.3\times10^{-8}$, near the equilibrium value $3.5\times10^{-8}$ set by dissociation; at $Kh=2.2$ it reached $4.0\times10^{-3}$.

Heun's method applied to diffusion as well has the same factor with $y=D_{\rm O}k_{\max}^2h$. It needs $h<1.24\times10^{-7}$~s, or about 1620 steps for this run. With four fifths of that number it diverged. With 1697 steps, however, its error was $6.2\times10^{-8}$, smaller than that of the exponential scheme at 3200 steps. Both methods evaluate the reaction twice per step. On this grid, exponential differencing therefore pays when an error of, say, $10^{-4}$ suffices and some 100 steps will do, and not when $10^{-7}$ is wanted. On a finer grid Heun's limit shrinks as $1/n^2$, while the reactive limit stays. That limit is derived for a uniform layer and is not sharp for this short front run: 14 steps ($Kh=2.06$) still gave an error of $8\times10^{-3}$, 8 steps an error of order one, and 6 steps diverged, alike on 128 and 512 points.

\subsection{The front and the real alloy}

The point where $a=b$ moves from 25.0~nm to 26.7~nm at 0.05~ms and 29.5~nm at 0.20~ms, into the aluminium layer. The shift grows by a factor 2.6 while the time grows by 4, whereas a square-root law would give a factor 2; this short run does not follow such a law. Each interface has by then captured 0.42 oxygen atoms per nm$^2$ ($4.2\times10^{13}$~cm$^{-2}$), out of $c_0P/4=1.15$~nm$^{-2}$ available to it, since each oxygen layer is shared by two interfaces.

In a real nickel alloy, internal oxidation produces alumina precipitates, commonly over micrometres and hours and at higher aluminium contents. The layer thickness, duration and dilution here are far from that case, and $E_b$ is not a measured value. Weaker binding would reduce both the captured amount and the front shift through $k_d$. Stronger binding would raise both, but unequally: with no dissociation at all, the captured amount in this run would be only 8\% larger, while the front shift would be 6.0 instead of 4.5~nm. Also in doubt is the assumption that a pair binds no further oxygen. If a second atom were bound with the same rate constants, the captured amount would rise by 25\% and the front would stand at 28.1~nm, a shift of 3.1 instead of 4.5~nm. The one-to-one result is thus a restricted model, not a prediction of oxide growth. Two other omissions have smaller effects in this run: a pair present from the start at the full aluminium level would meet about 0.06 further aluminium atoms by steady capture, or about 0.08 with the starting transient included, and the binding heat, if none escaped, would warm the lattice locally by at most about 1.5~K, taking a heat capacity of $3k_B$ per atom. The aluminium encounters keep growing with time. At the full aluminium level, steady capture would reach one per pair after about 3.5~ms. The reaction uses up free aluminium where pairs form, so the actual number is smaller, but the neglect of clustering should be reconsidered before the model is run for milliseconds. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
temperature 1273 K; kT = 0.1097 eV
rough D of O, Al in Ni: 1.0e-08, 2.0e-11 cm2/s
model D of pair: 2.0e-14 cm2/s
Ni lattice constant 0.352 nm; sites 91.71 nm^-3
layer atomic fraction 5.0e-04; c0 = 0.04586 nm^-3
capture radius 0.25 nm; binding 1.0 eV
period 100 nm; initial width 3 nm; grid 128
run time 0.20 ms
capture coefficient kappa = 3.1479e+06 nm3/s
capture rate K = 1.4435e+05 1/s; dissociation kd = 5.2884e+03 1/s
reaction length sqrt(D_O/K) = 2.632 nm
largest relative error of stable phi1, phi2: 1.4e-16
slowest pair mode, 3200 steps: z = -4.935e-10
  phi2 stable 0.500000, naive -150.3
linear test: largest error / bound = 0.460
steps, h (s), K*h, max error (units of c0), order from previous
     50 4.000e-06 0.5774 4.358e-04 -
    100 2.000e-06 0.2887 1.019e-04 2.097
    200 1.000e-06 0.1444 2.467e-05 2.046
    400 5.000e-07 0.0722 6.105e-06 2.015
    800 2.500e-07 0.0361 1.519e-06 2.007
   1600 1.250e-07 0.0180 3.788e-07 2.003
   3200 6.250e-08 0.0090 9.459e-08 2.002
local order (one step) = 2.966
naive weights, 800 steps: max error 3.191e-03 c0
naive weights, 3200 steps: max error 8.951e-03 c0
grid change 128 to 256: 1.9e-10 c0
atom balance error: 1.3e-15 c0
explicit diffusive step limit = 1.237e-07 s
Heun at 1697 steps: max error 6.247e-08 c0
reactive step limit 2/K = 1.386e-05 s
uniform test, start 1e-6 c0: K*h=1.8 gives 5.29e-08 c0
  K*h=2.2 gives 3.98e-03 c0
radial capture factor: numeric 1.1256, formula 1.1262
kd/kappa: lattice 1.6775e-03, formula 1.6800e-03 nm^-3
front (O = Al) at start 25.000 nm
  at 0.05 ms 26.740 nm; at 0.20 ms 29.481 nm
largest pair concentration = 0.7720 c0
captured O per interface = 0.4238 nm^-2 = 4.238e+13 cm^-2
with second O bound: 0.5281 nm^-2 (+24.6 %)
  front then at 28.100 nm
further Al met per pair, upper estimate = 0.0577
transient capture excess at t = 1/K: 5.4 %
adiabatic heating, largest local = 1.49 K
\end{verbatim}
